# Powder EPR Spectrum of an Axial Kramers Doublet Without Hyperfine Structure, part 2

The problem is the continuous-wave EPR spectrum of a powder of axially symmetric ions with an odd number of electrons and no hyperfine structure. Fields are in mT, frequencies in GHz.

The Zeeman energy is $\mu_B\,\mathbf B\cdot\mathbf M$ with $\mathbf M=\mathbf L+g_e\mathbf s$. In a Kramers doublet a distance $\Delta\gg\mu_BB$ from all other levels, $M_a=\sum_b g_{ab}S_b$, with effective spin $\mathbf S$ and $g=\mathrm{diag}(g_\perp,g_\perp,g_\parallel)$. For $\mathbf B=B\mathbf n$ at angle $\theta$ to the axis $z$, the splitting is $g(\theta)\mu_BB$, where

$$g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta}.$$

The other levels first change it at relative order $(\mu_BB/\Delta)^2$. The spin axis $\mathbf m=g\mathbf n/g(\theta)$ has angle $\theta'$ to $z$, $\tan\theta'=(g_\perp/g_\parallel)\tan\theta$.

At fixed microwave frequency $\nu$, $B_{\rm res}=B_0/g$, $B_0=h\nu/\mu_B$, $B_\parallel=B_0/g_\parallel$ and $B_\perp=B_0/g_\perp$.

The microwave field, along $\mathbf e_1\perp\mathbf B$, drives transitions through the part of $\mathbf w=g\mathbf e_1$ normal to $\mathbf m$, of squared length $g_1^2$. This is $g_\perp^2g_\parallel^2/g^2$ for $\mathbf e_1$ in the plane of $z$ and $\mathbf B$, and $g_\perp^2$ for $\mathbf e_1$ normal to it. The powder mean is

$$\langle g_1^2\rangle=\frac{g_\perp^2\,(g^2+g_\parallel^2)}{2g^2}.$$

In a powder $u=\cos\theta$ is uniform on $[0,1]$. With $D=|g_\parallel^2-g_\perp^2|$, the densities of $g$ values and of resonance fields are

$$P(g)=\frac{g}{\sqrt{D\,|g^2-g_\perp^2|}},\qquad S(B)=P(g)\,\frac gB .$$

The absorption shape, with weight $\langle g_1^2\rangle B_0/g$, is

$$A(B)=\langle g_1^2\rangle\,\frac{B_0}{g}\,S(B)=\frac{g_\perp^2\,(g^2+g_\parallel^2)}{2\sqrt{D\,|g^2-g_\perp^2|}},\qquad g=\frac{B_0}{B},$$

between $B_\perp$ and $B_\parallel$, and zero outside.

At $B_\parallel$ there is a step, because in a small cap around the axis the fraction of orientations and the change in $g$ are both quadratic in angle:

$$S(B_\parallel)=\frac{g_\parallel^2}{B_\parallel D},\qquad A_\parallel\equiv A(B_\parallel)=\frac{g_\perp^2g_\parallel^2}{D}.$$

At $B_\perp$, where the whole equator shares one $g$, there is a one-sided divergence facing $B_\parallel$. With $x=|B-B_\perp|$,

$$|g^2-g_\perp^2|=g_\perp^2\,\frac{x\,(B+B_\perp)}{B^2},$$

$$S\approx\frac{C_S}{\sqrt x},\quad C_S=\frac{g_\perp}{\sqrt{2DB_\perp}},\qquad A\approx\frac{C}{\sqrt x},\quad C=\tfrac12(g_\perp^2+g_\parallel^2)B_\perp C_S .$$

**Q.** Does this hold for every axial doublet?

**A.** It needs $g_\parallel\neq g_\perp$ and both nonzero. If $g_\parallel\to g_\perp=g$, the range shrinks to a point, $\langle g_1^2\rangle\to g^2$ and $S\to\delta(B-B_{\rm res})$, so $A\to gB_0\,\delta(B-B_{\rm res})$, a single line. If $g_\parallel=0$, then $P=g/(g_\perp\sqrt{g_\perp^2-g^2})$ goes to zero with $g$, $B_\parallel$ is infinite, and there is no step. If $g_\perp=0$, then $g=g_\parallel u$ is linear in $u$, the density $P=1/g_\parallel$ is flat, and there is no divergence. In that case $\mathbf w$ and $\mathbf m$ both lie along $z$, so $g_1=0$ and the doublet absorbs nothing within this model; any intensity must come from terms beyond it.

The divergence also needs the whole equator to share one $g$. With $g_x\ne g_y$ the circle reduces to stationary points along $x$ and $y$. A point that is a maximum or minimum of $g$ gives a step by the cap argument. At the direction of the intermediate principal value $g$ has a saddle, $\varepsilon=\alpha\xi^2-\beta\zeta^2$ in local angles with $\alpha,\beta>0$. For $\varepsilon>0$ the integral of $\delta(\varepsilon-\alpha\xi^2+\beta\zeta^2)$ over $\xi$ is $1/\sqrt{\alpha(\varepsilon+\beta\zeta^2)}$, and its integral over $\zeta$ grows as $\ln(1/\varepsilon)$. The square-root divergence weakens to a logarithm. Hyperfine coupling, left out here, gives each nuclear projection its own orientation dependence, and partial alignment of the crystallites replaces the uniform weight in $u$.

**Q.** No spectrometer records an infinity, and the recorded trace is a derivative. What is seen?

**A.** A small field modulation $B_m\cos\Omega t$ produces a signal $B_m\,dA/dB$ at frequency $\Omega$, to first order in $B_m$. Give each crystallite a normalised Gaussian $G_\sigma$ in field, with one width $\sigma$ for all orientations (a model assumption) and $\sigma\ll|B_\parallel-B_\perp|$. The broadened shape is $A_\sigma(B)=\int A(B')\,G_\sigma(B-B')\,dB'$. Take $B_\parallel>B_\perp$; for the opposite order the leading form of $A$ at each edge is mirrored in field about that edge, and its derivative changes sign.

Near the step, $A\approx A_\parallel[1+\kappa(B'-B_\parallel)]$ below $B_\parallel$ and zero above, with $\kappa$ the logarithmic slope. The derivative of a convolution is the convolution of the derivative, and $dA/dB'$ is $-A_\parallel\delta(B'-B_\parallel)$ plus $A_\parallel\kappa$ below the edge. With $y=B-B_\parallel$ and $\Phi$ the cumulative unit normal distribution,

$$\frac{dA_\sigma}{dB}=-A_\parallel\,G_\sigma(y)+A_\parallel\kappa\,\Phi(-y/\sigma).$$

The leading term is a one-signed copy of the single-crystal absorption line, of height $A_\parallel/(\sigma\sqrt{2\pi})$. The second term adds $A_\parallel\kappa/2$ at $y=0$. Differentiating once more, with $G_\sigma'=-yG_\sigma/\sigma^2$ and $d\Phi(-y/\sigma)/dy=-G_\sigma$, gives $A_\parallel G_\sigma\,(y/\sigma^2-\kappa)$, so the extremum sits at $y=\kappa\sigma^2$.

Near the divergence write $A\approx Cx^{-1/2}(1+ax)$ and measure $B'-B_\perp=\sigma t$, $B-B_\perp=\sigma y$. With $\phi$ the unit normal density,

$$A_\sigma=\frac{C}{\sqrt\sigma}\,\big[f(y)+a\sigma\,k(y)\big],\quad f=\int_0^\infty t^{-1/2}\phi(t-y)\,dt,\quad k=\int_0^\infty t^{1/2}\phi(t-y)\,dt .$$

Since $\partial_y\phi(t-y)=(t-y)\phi$, one has $f'=k-yf$. Since also $\partial_y\phi=-\partial_t\phi$, integration by parts gives $k'=f/2$, the boundary terms vanishing. Then $f''=k'-f-yf'=-f/2-yf'$. At $y=0$, $f'=k>0$, so the maximum lies inside the pattern and not at $B_\perp$. The substitution $t=r^2$ removes the singularity of the integrands; adaptive quadrature and a bracketing root search for $f'=0$ then give $y^*=0.7650$ and $K=f(y^*)=1.0211$. To leading order the broadened absorption peaks at $KC/\sqrt\sigma$, and the derivative crosses zero at $B_\perp+y^*\sigma$. At $y^*$, $k=y^*f$ and $f''=-f/2$. The corrected maximum at $y^*+\delta$ obeys $f''\delta+a\sigma k'=0$, so $\delta=a\sigma$, a field shift $a\sigma^2$, and the height is multiplied by $1+a\sigma y^*$. The derivative feature at $B_\parallel$ scales as $\sigma^{-1}$ and that at $B_\perp$ as $\sigma^{-3/2}$. For a Gaussian line, reading $g_\perp$ from the zero crossing misplaces $B_\perp$ by $y^*\sigma$. The offset depends on the line shape: for a Lorentzian of half-width $\gamma$ it is $0.577\,\gamma$.

**Q.** Give me an ion for which the two $g$ values can be calculated and not assumed.

**A.** Ce³⁺ has one $4f$ electron, $l=3$ and $s=\tfrac12$, and spin–orbit coupling puts $j=\tfrac52$ lowest. Take the pure $j=\tfrac52$ multiplet, ignoring admixture of $j=\tfrac72$ and covalency. The digits below belong to this model and not to any particular salt. By the projection theorem a vector operator inside a multiplet is proportional to $\mathbf J$, $\mathbf M=g_J\mathbf J$, and the scalar product with $\mathbf J$ fixes the constant. From $\mathbf s=\mathbf J-\mathbf L$ squared, $\mathbf L\cdot\mathbf J=\tfrac12(\tfrac{35}4+12-\tfrac34)=10$, and likewise $\mathbf s\cdot\mathbf J=\tfrac12(\tfrac{35}4-12+\tfrac34)=-\tfrac54$. With $g_e=2.002319$,

$$g_J=\frac{10-\tfrac54g_e}{35/4}=\frac{8-g_e}{7}=0.85681 .$$

Add a purely axial model term $D_{\rm cf}J_z^2$ with the round value $D_{\rm cf}/h=1500$ GHz. The lowest doublet is $M_J=\pm\tfrac12$, and the next, $\pm\tfrac32$, lies $D_{\rm cf}(\tfrac94-\tfrac14)=2D_{\rm cf}$ higher, so $\Delta/h=3000$ GHz. Inside $\pm\tfrac12$, $J_z$ has diagonal elements $\pm\tfrac12$ and acts as $S_z$. The element $\langle-\tfrac12|J_x|\tfrac12\rangle=\tfrac12\sqrt{\tfrac{35}4+\tfrac14}=\tfrac32$ is three times that of $S_x$. Hence $g_\parallel=g_J=0.85681$ and $g_\perp=3g_J=2.57043$, whatever the size of $D_{\rm cf}$ as long as $j=\tfrac52$ stays pure. A crystal field that acts on $\mathbf L$ also mixes in $j=\tfrac72$. In the full fourteen-level space, a term $cL_z^2$ that gives the same 3000 GHz gap, with an assumed spin–orbit constant of 644 cm⁻¹, moves $g_\parallel$ to $0.874$ and $g_\perp$ to $2.561$, shifts of $2\%$ and $0.4\%$. The squares are $0.73413$ and $6.60713$, and $D=8g_J^2=5.87301$. The doublet $\pm\tfrac52$ has $g_\parallel=5g_J=4.28406$ and $g_\perp=0$, because $J_x$ changes $M_J$ by one unit only; it is the silent case, with flat density $1/4.28406=0.23342$.

The neglected levels can be estimated for $\mathbf B$ along $x$, where $V=bJ_x$ and $b=g_J\mu_BB$. The combinations $(|\tfrac12\rangle\pm|-\tfrac12\rangle)/\sqrt2$ have energies $\pm3b/2$. Each couples to $(|\tfrac32\rangle\pm|-\tfrac32\rangle)/\sqrt2$ with element $\tfrac b2\sqrt{\tfrac{35}4-\tfrac34}=\sqrt2\,b$, and those states have no first-order shift. The shifts are $-2b^2/(\Delta\mp\tfrac32b)\approx-2b^2/\Delta\mp3b^3/\Delta^2$. The common part drops out and the splitting is $3b-6b^3/\Delta^2$, a relative change $-2(b/\Delta)^2$. At resonance with $\nu=9.5$ GHz, $b/h=9.5/3$ GHz and the change is $-2(9.5/9000)^2=-2.23\times10^{-6}$ of the doublet splitting. Numerical diagonalisation of the six-level Hamiltonian gives $-2.23\times10^{-6}$ at $90^\circ$ and $-1.92\times10^{-6}$ at $60^\circ$.

**Q.** And the spectrum at 9.5 GHz?

**A.** With $\mu_B/h=0.0139962$ GHz/mT, $B_0=9.5/0.0139962=678.8$ mT, or $678.753$ mT with the unrounded constant. Then $B_\perp=678.753/2.57043=264.06$ mT and $B_\parallel=678.753/0.85681=792.2$ mT. The divergence is at the low-field end and the step at the high-field end, since $g_\perp>g_\parallel$.

The orientation $\theta=60^\circ$ has $u=\tfrac12$ and divides the crystallites into equal halves. There $g^2=\tfrac14(0.73413)+\tfrac34(6.60713)=5.13888$, $g=2.26691$ and $B_{\rm res}=299.42$ mT. Half of all crystallites resonate within $299.42-264.06=35.36$ mT of $B_\perp$, and the other half spread over the rest of the range up to $792.2$ mT. The spin axis has $\tan\theta'=3\tan60^\circ$, so $\theta'=79.1^\circ$. The in-plane drive has $g_1^2=6.60713\times0.73413/5.13888=0.94388$, the normal drive has $6.60713$, and their mean is $3.77551$. The densities are

$$P=\frac{2.26691}{\sqrt{5.87301\,(6.60713-5.13888)}}=0.77198,\qquad S=\frac{0.77198\times2.26691}{299.418\ \text{mT}}=0.005845\ \text{mT}^{-1},$$

and $A=3.77551\times2.26691\times0.77198=6.6071$. This equals $g_\perp^2$ through an accident of the ratio 3 and the angle: $g^2=7g_J^2$, so $A=g_\perp^2\cdot8g_J^2/(2\sqrt{8\cdot2}\,g_J^2)=g_\perp^2$. The closed formulas at five fields give

| $B$ (mT) | $g$ | $S$ (mT⁻¹) | $A$ |
|---|---|---|---|
| 270 | 2.5139 | 0.018015 | 17.94 |
| 300 | 2.2625 | 0.005772 | 6.5405 |
| 400 | 1.6969 | 0.001538 | 2.551 |
| 600 | 1.1313 | 0.000381 | 1.189 |
| 790 | 0.8592 | 0.000159 | 0.8285 |

Between 270 and 790 mT, $S$ falls by a factor of about 113 and $A$ by about 22. The weight accounts for the difference. From the equator to the axis $\langle g_1^2\rangle$ rises from $3.67063$ to $6.60713$, a factor $9/5$, and $1/g$ rises by a factor 3, so the parallel edge gains $5.4$ relative to the perpendicular edge compared with a bare count of orientations. At the step $P=0.85681/5.87301=0.14589$, $S=0.73413/(792.185\times5.87301)=1.578\times10^{-4}$ mT⁻¹ and $A_\parallel=6.60713\times0.73413/5.87301=0.82589$. At the divergence $C_S=2.57043/\sqrt{2\times5.87301\times264.062}=0.04615$ mT$^{-1/2}$ and $C=\tfrac12(6.60713+0.73413)(264.062)(0.04615)=44.7$ mT$^{1/2}$, or $44.7357$ before rounding.

**Q.** With a real linewidth, how far off are the leading forms for the derivative features?

**A.** Take $\sigma=2.0$ mT. Because $A\,dB'=\langle g_1^2\rangle(B_0/g)\,du$, the broadened shape can be computed as a sum of Gaussians over a fine midpoint grid in $u$, with the splitting and the drive elements at each point taken from numerical diagonalisation of the $2\times2$ matrix, and the zero and the extremum of the derivative located by one-dimensional searches. The leading forms put the zero crossing at $264.062+0.7650\times2.0=265.592$ mT and the maximum of $A_\sigma$ at $1.0211\times44.7357/\sqrt{2.0}=32.30$. The sum gives $265.576$ mT and $32.108$, which is $0.016$ mT lower in field and $0.6\%$ below the leading height.

The coefficient $a$ explains both. From the exact form of $|g^2-g_\perp^2|$, $A\sqrt x\propto(g^2+g_\parallel^2)\,B\,(B+B_\perp)^{-1/2}$. Its logarithmic derivative at $B_\perp$, using $dg/dB=-g/B$, is

$$a=-\frac{2g_\perp^2}{(g_\perp^2+g_\parallel^2)B_\perp}+\frac1{B_\perp}-\frac1{4B_\perp}=\frac{-1.8+0.75}{B_\perp}=-\frac{1.05}{264.062\ \text{mT}} .$$

The shift $a\sigma^2$ is $-1.05\times4.0/264.062=-0.016$ mT. The height factor is $1-1.05\times2.0\times0.7650/264.062=0.9939$, which turns $32.302$ into $32.105$, within $0.01\%$ of the summed value.

At the step the leading depth is $-0.82589/(2.0\sqrt{2\pi})=-0.1647$ mT⁻¹ at $792.185$ mT, and the sum, converged in the grid, gives $-0.1653$ mT⁻¹ at $792.180$ mT. The field changes fast with $u$ near $u=1$, and a midpoint grid of $4\times10^4$ points still gives $-0.1654$ mT⁻¹. The logarithmic slope of $A$ there is

$$\kappa=-\frac gB\left[\frac{2g}{g^2+g_\parallel^2}+\frac{g}{g_\perp^2-g^2}\right]_{g_\parallel}=-\frac{1}{B_\parallel}\left(1+\frac18\right).$$

The added term $A_\parallel\kappa/2$ is $-0.82589\times1.125/(2\times792.185)=-0.0006$ mT⁻¹, which brings the depth to $-0.1653$ mT⁻¹, and $\kappa\sigma^2=-1.125\times4.0/792.185=-0.006$ mT moves the extremum to $792.179$ mT. Each agrees with the sum to one unit in the last digit quoted. For this doublet and width, the dip at the parallel edge marks $B_\parallel$ to within about $0.3\%$ of $\sigma$, while the zero crossing near the perpendicular edge lies $265.576-264.062=1.51$ mT above $B_\perp$, so a $g_\perp$ read from it without correction is low by $1.51/265.576$, about $0.6\%$ of the true value.
